# Scallop depth on the sidewall of a cyclically etched trench

## Problem

A deep trench is etched in repeated cycles. Each cycle coats all surfaces with a protective film, removes the film from the trench floor by ions arriving vertically, and then etches the opened floor with a gas that also attacks sideways. Every cycle therefore leaves a rounded recess in the sidewall, and the stack of recesses is called scalloping.

Let $x$ be the horizontal distance into the solid, measured from the vertical line below the mask edge, and let $y$ be the height. Assume that the recesses are parts of equal circles of radius $R$, with centres on the line $x=0$ at a vertical spacing $p$, the pitch. The pitch is the depth gained per cycle. The etched region beside the mask edge is everything covered by at least one of these discs. The scallop depth $d$ is the horizontal distance between the deepest point of a recess (the valley) and the tip of solid left between two recesses (the cusp).

Take $R=p=200$ nm and a trench 2000 nm deep, which needs 10 cycles.

1. Estimate $d$ by scaling, then find it without approximation.
2. Find the angle of the solid tip at the cusp.
3. Find how $d$ responds to small changes of $p$ and $R$, and which cycle would give $d=10$ nm.
4. The circular shape was assumed. Suppose instead that the etch is isotropic, with a constant rate, and that the film on the older recesses stays intact. What is the scallop depth then?

## First estimate by scaling

Close to its valley a circular arc is nearly a parabola. At a height $y$ from the valley, the wall has come back towards the trench by about $y^2/(2R)$. Neighbouring arcs meet halfway between their centres, at $y=p/2$, so

$$
d\approx\frac{(p/2)^2}{2R}=\frac{p^2}{8R}.
$$

The depth grows as the square of the pitch and falls as the inverse of the radius. For the given numbers,

$$
d\approx\frac{200^2}{8\times200}\ \text{nm}=25\ \text{nm}.
$$

The parabola requires $p/2\ll R$. Here $p/2$ is half of $R$, so a visible error is to be expected.

## Exact solution for circular arcs

**Depth.** The disc centred at height $np$, with $n$ an integer, reaches into the solid as far as

$$
x_n(y)=\sqrt{R^2-(y-np)^2}.
$$

The wall is the largest of these values at each height. Since $x_n$ is larger the closer $y$ is to the centre $np$, the nearest disc sets the wall. The change from one disc to the next occurs halfway between their centres, at a distance $p/2$ from each. The valley is at the height of a centre, where $x=R$. The cusp is at the halfway height, where

$$
x=s\equiv\sqrt{R^2-\frac{p^2}{4}} .
$$

The difference is the scallop depth:

$$
d=R-\sqrt{R^2-\frac{p^2}{4}},\qquad 0<p\le 2R .
$$

With the given numbers,

$$
s=\sqrt{200^2-100^2}\ \text{nm}=173.2\ \text{nm},\qquad d=(200-173.2)\ \text{nm}=26.8\ \text{nm}.
$$

As $p\to0$ the wall becomes smooth. At $p=2R$ the discs just touch, the cusp lies on the line $x=0$, and $d=R$. For $p>2R$ the discs are separate, a strip of the wall below the mask edge is not recessed at all, and the formula no longer applies.

The result also fixes the undercut. The trench is wider than the mask window by $2R=400$ nm at the valleys and by $2s\approx346$ nm at the cusps, counting both sides.

**Tip angle.** Differentiating $x=\sqrt{R^2-y^2}$, with $y$ now measured from the nearest centre, gives

$$
\frac{dx}{dy}=-\frac{y}{\sqrt{R^2-y^2}} .
$$

At $y=p/2$ the magnitude of this slope is $(p/2)/s$. It is the tangent of the angle $\beta$ between the wall and the vertical. In the right triangle with legs $p/2$ and $s$ the hypotenuse is $R$, so $\sin\beta=p/(2R)$. Seen from the tip, each of the two walls makes an angle $90^\circ-\beta$ with the horizontal direction into the solid. The solid between them fills the angle

$$
180^\circ-2\arcsin\frac{p}{2R}=180^\circ-2\times30^\circ=120^\circ .
$$

The tip is blunt, although the wall has a sharp change of direction there.

**Sensitivity.** From $d=R-s$ and $s^2=R^2-p^2/4$,

$$
2s\,\frac{\partial s}{\partial p}=-\frac p2
\quad\Rightarrow\quad
\frac{\partial d}{\partial p}=-\frac{\partial s}{\partial p}=\frac{p}{4s}=0.289,
$$

$$
2s\,\frac{\partial s}{\partial R}=2R
\quad\Rightarrow\quad
\frac{\partial d}{\partial R}=1-\frac{R}{s}=-0.155 .
$$

One extra nanometre of pitch at fixed radius deepens the scallop by 0.29 nm. One extra nanometre of radius at fixed pitch makes it shallower by 0.15 nm, because a larger circle is flatter over the same height. If $R$ and $p$ are both multiplied by the same factor, the formula shows that $d$ is multiplied by that factor too.

**A cycle for 10 nm.** Write $s=R-d$ and square both sides:

$$
R^2-\frac{p^2}{4}=R^2-2Rd+d^2
\quad\Rightarrow\quad
p=2\sqrt{2Rd-d^2},\qquad d\le R .
$$

At a fixed radius of 200 nm this gives $p=2\sqrt{4000-100}$ nm $=124.9$ nm. Sixteen such cycles stop just short of 2000 nm, so 17 are needed.

This first answer is correct geometry, but an isotropic etch cannot deliver it. Such an etch moves the floor down by the same distance $R$ that it moves sideways, so $p=R$. Shortening the etch step then shrinks both lengths together. If the arcs are still taken as full circles, the depth with $p=R$ is $d=R(1-\sqrt3/2)$, and the required step is

$$
p=R=\frac{10\ \text{nm}}{1-\sqrt3/2}=74.6\ \text{nm},
$$

which takes 27 cycles. At a constant etch rate the total etching time for a given depth is unchanged, but the coating and film-opening steps are carried out 27 times instead of 10.

## When the film stays intact

For part 4, treat the film as very thin, impermeable and unaffected by the etch gas. Where the solid behind it is etched away, the film is left hanging free. It is not counted as part of the wall here, so the scallop depth refers to the solid alone. Etching then starts from the opened floor alone. After one step the front consists of the points whose shortest path from the floor, running through solid material, has length $R$. The floor advances by $R$, so $p=R$ as before.

Put the origin at the centre of the previous disc. The edge of the opened floor is then the lowest point of that disc, $E=(0,-R)$. A straight path from $E$ that runs horizontally or downwards stays in the solid, so this part of the front is a circle of radius $R$ about $E$. A path that leaves $E$ at an upward angle $\alpha$ is different. After a length $t$ its squared distance from the origin is

$$
(t\cos\alpha)^2+(t\sin\alpha-R)^2=R^2-2Rt\sin\alpha+t^2 ,
$$

which is less than $R^2$ as long as $t<2R\sin\alpha$. The path begins inside the previous recess, which is empty and lined with film. It is not a path through the solid.

The shortest permitted path behaves like a taut string. It follows the old wall through an angle $\varphi$, measured at the origin from the lowest point, and then leaves along the tangent. The point of departure is $R(\sin\varphi,-\cos\varphi)$, and the length used so far is $R\varphi$. The remaining length $R-R\varphi$ is laid along the unit tangent $(\cos\varphi,\sin\varphi)$. The front above floor level is therefore

$$
x=R\left[\sin\varphi+(1-\varphi)\cos\varphi\right],\qquad
y=R\left[-\cos\varphi+(1-\varphi)\sin\varphi\right],\qquad 0\le\varphi\le1 .
$$

This curve is an involute of the circle. Differentiating $x$, the two terms in $\cos\varphi$ cancel and leave

$$
\frac{dx}{d\varphi}=-R(1-\varphi)\sin\varphi\le0 .
$$

The front starts at the valley, $x=R$, and comes steadily back towards the trench until it meets the old wall at $\varphi=1$ rad. Above that point the old wall recedes into the solid again, so the meeting point is the cusp. It lies at $x=R\sin1=168.3$ nm, and

$$
d_{\text{film}}=R(1-\sin1)=31.7\ \text{nm}.
$$

The valley has not moved, but the scallop is 18% deeper than for full circular arcs. The reason can be read from the circular cusp. It is a straight distance $R$ from $E$, which corresponds to $\varphi=\pi/3$ on the old wall. The path through the solid to that point has length $\pi R/3=209.4$ nm, longer than the 200 nm etched in one step. The front has not yet arrived there, so more of the old wall survives below it and the tip reaches further into the trench.

The 10 nm target therefore needs a shorter step than the 74.6 nm found for circular arcs. With the film intact it is $p=R=10\ \text{nm}/(1-\sin1)=63.1$ nm, which takes 32 cycles.

## Comparison

For circular arcs, the scaling estimate and the exact depth can be compared without a series. Multiplying and dividing $R-s$ by $R+s$ gives

$$
d=\frac{R^2-s^2}{R+s}=\frac{p^2}{4(R+s)} .
$$

The estimate $p^2/(8R)$ replaces $s$ by the larger length $R$, so it is too small for every permitted pitch. Its ratio to the exact depth is $(R+s)/(2R)=373.2/400=0.933$, an error of 6.7% relative to the exact value. At the limit $p=2R$, where $s=0$, the estimate is half the true depth.

Expanding the square root with $\sqrt{1-u}=1-u/2-u^2/8-\dots$ and $u=p^2/(4R^2)$ gives the next correction:

$$
d\approx\frac{p^2}{8R}+\frac{p^4}{128R^3}=(25.0+1.56)\ \text{nm}=26.6\ \text{nm}.
$$

This is within 1% of 26.8 nm. The scaling law thus has the right form for shallow scallops, and at the chosen pitch most of its error comes from the next term in the shape of the arc.

The chosen lengths lie in the rough range of deep silicon etching with alternating SF$_6$ and C$_4$F$_8$ steps, where a cycle can gain some hundreds of nanometres and leave scallops of tens of nanometres or more. In such a process the equality of pitch and radius may fail, since ions can speed up the etching of the floor without widening the recess. As a trial value, let the floor gain an extra 50 nm per cycle while the arcs keep $R=200$ nm. If the arcs are still taken as full circles, then $p=250$ nm and $d=43.9$ nm, an increase of 64% over the circular value of 26.8 nm. A shortage of etching radicals deep in the trench acts the other way if it reduces $R$ and $p$ together: a trial 10% then lowers the depth by 10%, to 24.1 nm. If it reduced $R$ alone by 10% at $p=200$ nm, the formula would instead give a deeper scallop, 30.3 nm.

The sizes of these last two changes follow from the trial values, so they do not show which effect matters most in a real process. The value 26.8 nm thus belongs to a wall whose arcs are circular up to the cusp, with the stated radius and pitch. For a real trench, both lengths should be read from a cross-section before the formula is used, and a cusp that stands out further than the formula allows may indicate that the upper part of each arc is not circular. The lengths must be read with care for this test, because at $p=200$ nm full circles with $R=173.6$ nm would also give a depth of 31.7 nm.

Numbers in the example were calculated in double precision.
